\section*{Front-to-back temperature difference in a wafer heated on one face}

\section{Problem}

A silicon wafer of thickness $L=775\,\mu\mathrm{m}$ is heated by lamps that shine on its front face. During the ramp of a spike anneal it warms at $R=250$ K/s. Near 1273 K its thermal diffusivity is taken as $\alpha=0.10\ \mathrm{cm^2/s}$.

\begin{enumerate}
\item Estimate by scaling how much hotter the front is than the back.
\item Find the difference from the heat equation when no heat leaves the back, and explain how it compares with the estimate.
\item Find how long the difference takes to develop if the wafer starts at a uniform temperature.
\item Decide how small the heat loss from the back must be for the answer to hold.
\end{enumerate}

The model wafer is wide and evenly lit, so temperature varies with depth alone. Let $x$ run from the back, $x=0$, to the front, $x=L$. The heat capacity per volume $C$ and the conductivity $k=\alpha C$ are constant, and light is absorbed at the front surface. The net flux entering there, $q$, is the absorbed light minus whatever the front loses. The assumptions of constant conductivity and of absorption at the surface are relaxed at the end; $C$ is held constant throughout.

\section{First estimate by scaling}

Heat needs a time of order $L^2/\alpha$ to diffuse through the wafer. If the back follows the front with that delay while both warm at the rate $R$, the difference is of order
\begin{equation}
\Delta T_{\rm est}=\frac{RL^2}{\alpha}
=\frac{(250\ \mathrm{K/s})(0.0775\ \mathrm{cm})^2}{0.10\ \mathrm{cm^2/s}}
\approx 15\ \mathrm{K}.
\label{eq:estimate}
\end{equation}
This fixes the dependence on $R$, $L$ and $\alpha$, but not the numerical factor in front.

A second argument gives the same number. Heating a unit area of wafer at the rate $R$ takes a flux $q=CLR$. If this whole flux crossed the wafer, the temperature gradient would be $q/k$ and the difference
\begin{equation}
\frac{qL}{k}=\frac{CL^2R}{\alpha C}=\frac{RL^2}{\alpha}.
\end{equation}
The weak point is now visible: heat that is stored on the way does not cross the whole wafer.

\section{Exact solution of the model}

\subsection{The steady ramp}

Heat flows toward the back at the rate $k\,\partial T/\partial x$ per unit area, which is positive when the front is hotter. A slice between $x$ and $x+dx$ receives this flux at $x+dx$ and passes it on at $x$. The difference is stored:
\begin{equation}
C\frac{\partial T}{\partial t}=k\frac{\partial^2T}{\partial x^2},
\qquad
k\frac{\partial T}{\partial x}\bigg|_{0}=0,
\qquad
k\frac{\partial T}{\partial x}\bigg|_{L}=q .
\label{eq:heat}
\end{equation}
Look for a state in which every depth warms at the same rate,
\begin{equation}
T(x,t)=Rt+f(x).
\end{equation}
Such a state is called quasi-steady: the temperature rises, but the shape of its profile is fixed. Substitution gives $CR=kf''$, or $f''=R/\alpha$. One integration gives $f'=Rx/\alpha+a$, and the insulated back requires $a=0$. Thus
\begin{equation}
f'(x)=\frac{Rx}{\alpha},
\qquad
kf'(x)=CRx .
\label{eq:flux}
\end{equation}
The second relation says that the flux passing depth $x$ is what is needed to warm the material behind it. At the front it equals $CLR$, so the remaining boundary condition gives $q=CLR$, the energy balance of the whole wafer. Integrating once more,
\begin{equation}
\Delta T=f(L)-f(0)=\int_0^L\frac{Rx}{\alpha}\,dx=\frac{RL^2}{2\alpha}.
\label{eq:main}
\end{equation}
For the given wafer,
\begin{equation}
\Delta T=\frac{250\times(0.0775)^2}{2\times0.10}\ \mathrm{K}\approx7.5\ \mathrm{K}.
\end{equation}

The front and back do not lie equally far from the mean temperature. Write $f(x)=f(0)+\Delta T\,x^2/L^2$. The mean of $x^2/L^2$ over the thickness is $1/3$, so the back is $\Delta T/3=2.5$ K below the mean and the front is $2\Delta T/3=5.0$ K above it.

\subsection{The start of heating}

Suppose that the wafer is at a uniform temperature $T_0$ when the constant flux $q$ is switched on at $t=0$. No heat leaves, so the mean temperature is $T_0+Rt$ from the first moment. Write
\begin{equation}
T=T_0+Rt+\Delta T\left(\frac{x^2}{L^2}-\frac13\right)+w(x,t).
\end{equation}
The first three terms satisfy the heat equation and both boundary conditions. Therefore $w$ obeys the heat equation with zero flux at both faces, and it must cancel the parabola at $t=0$. Cosines have zero slope at both faces, so
\begin{equation}
w=\sum_{n=1}^{\infty}a_n\cos\frac{n\pi x}{L}\,e^{-n^2t/\tau},
\qquad
\tau=\frac{L^2}{\pi^2\alpha}.
\end{equation}
The decay rate follows from the heat equation: two derivatives of the cosine give $-n^2\pi^2/L^2$, which is multiplied by $\alpha$.

The constant $1/3$ does not contribute to the coefficients, because each cosine has zero mean. Two integrations by parts give the integral that is needed:
\begin{align}
\int_0^L x^2\cos\frac{n\pi x}{L}\,dx
&=-\frac{2L}{n\pi}\int_0^L x\sin\frac{n\pi x}{L}\,dx \nonumber\\
&=-\frac{2L}{n\pi}\left[-\frac{L^2(-1)^n}{n\pi}\right]
=\frac{2L^3(-1)^n}{n^2\pi^2}.
\end{align}
The boundary term of the first step vanishes because the sine is zero at both faces. In the second step the remaining integral of a cosine vanishes. Hence
\begin{equation}
a_n=-\frac{2}{L}\,\frac{\Delta T}{L^2}\,\frac{2L^3(-1)^n}{n^2\pi^2}
=-\frac{4\Delta T(-1)^n}{n^2\pi^2}.
\end{equation}
Between front and back, the $n$th cosine changes by $(-1)^n-1$, which is zero for even $n$ and $-2$ for odd $n$. For odd $n$ the coefficient is $a_n=4\Delta T/(n^2\pi^2)$, so the difference at time $t$ is
\begin{equation}
\Delta T(t)=\Delta T\left[1-\frac{8}{\pi^2}\sum_{n\ \rm odd}
\frac{e^{-n^2t/\tau}}{n^2}\right].
\label{eq:transient}
\end{equation}
Here $\Delta T$ without an argument is the final value \eqref{eq:main}. Every exponential dies out, so the wafer does reach the state assumed above.

The slowest time is $\tau=6.09$ ms. Equation \eqref{eq:transient} gives 3.09 K after 2 ms, 4.83 K after 5 ms and 6.33 K after 10 ms. Late in the approach the $n=1$ term dominates. The difference is within 1\% of its final value when $(8/\pi^2)e^{-t/\tau}=0.01$, or
\begin{equation}
t_{99}=\tau\ln\frac{800}{\pi^2}\approx27\ \mathrm{ms}.
\end{equation}
The mean temperature has then risen by about 6.7 K. A ramp of several hundred kelvin is therefore quasi-steady for nearly all of its duration.

The opposite limit, $t\ll\tau$, shows how the difference begins. Differentiating \eqref{eq:transient} removes the factor $1/n^2$. Many terms then contribute, and the sum over odd $n$, whose spacing is 2, may be replaced by half an integral:
\begin{equation}
\frac{d\,\Delta T(t)}{dt}
=\frac{8\Delta T}{\pi^2\tau}\sum_{n\ \rm odd}e^{-n^2t/\tau}
\approx\frac{8\Delta T}{\pi^2\tau}\,\frac12\int_0^\infty e^{-n^2t/\tau}\,dn
=\frac{8\Delta T}{\pi^2\tau}\,\frac14\sqrt{\frac{\pi\tau}{t}} .
\end{equation}
Integrating from zero, with $\int_0^t dt'/\sqrt{t'}=2\sqrt t$, and inserting $\Delta T$ and $\tau$,
\begin{equation}
\Delta T(t)\approx\frac{4\Delta T}{\pi^{3/2}}\sqrt{\frac t\tau}
=2RL\sqrt{\frac{t}{\pi\alpha}}
=\frac{2q}{C}\sqrt{\frac{t}{\pi\alpha}} .
\end{equation}
At fixed flux the thickness has dropped out: heat has not yet reached the back in any appreciable amount, and the front warms as if the wafer were very thick.

\section{Comparison of the estimate and the solution}

The scaling estimate has the right dependence on all three quantities and is too large by a factor of two. Equation \eqref{eq:flux} shows why. The flux falls linearly from $q$ at the front to zero at the back, because each layer keeps its share of the heat. Its average over the thickness is $q/2$, and the temperature difference is this average times $L/k$.

The delay used in the estimate can be corrected in the same way. In the quasi-steady state, the back reaches a given temperature later than the front by a time $\delta$ with $R\delta=\Delta T$. Hence $\delta=L^2/(2\alpha)=30$ ms, half the diffusion time that was assumed. This delay differs from $\tau$, which measures how fast a disturbed profile recovers its shape.

\section{When the back loses heat}

Let a flux $p$ leave the back while the warming rate $R$ is held fixed. The front must then receive $q=CLR+p$. The equation $f''=R/\alpha$ is unchanged, but the condition at the back becomes $kf'(0)=p$. Thus
\begin{equation}
f'(x)=\frac{Rx}{\alpha}+\frac pk,
\qquad
\Delta T_p=\frac{RL^2}{2\alpha}+\frac{pL}{k}.
\label{eq:loss}
\end{equation}
The lost heat does cross the whole wafer, so it enters without the factor $1/2$. Dividing the added term by the first one and using $k=\alpha C$,
\begin{equation}
\frac{pL/k}{RL^2/(2\alpha)}=\frac{2p}{CLR}.
\end{equation}
The loss is negligible when $p\ll CLR/2$. With the rough value $C=2.2\ \mathrm{J/(cm^3\,K)}$ for hot silicon, $k=0.22$ W/(cm K) and $CLR=42.6\ \mathrm{W/cm^2}$. A loss of $1.07\ \mathrm{W/cm^2}$ already raises the difference by 5\%.

Consider first a bare back that radiates to cold surroundings. With a rough emissivity $e_w=0.7$ and the Stefan--Boltzmann constant $\sigma$, its loss at 1273 K is $p=e_w\sigma T^4=10.4\ \mathrm{W/cm^2}$. This adds
\begin{equation}
\frac{pL}{k}=\frac{10.42\times0.0775}{0.22}\ \mathrm{K}\approx3.7\ \mathrm{K},
\end{equation}
about half of the ideal difference. Negligible back loss is therefore a real restriction at this temperature. Treating $p$ as constant is adequate here: during one time $\tau$ the wafer warms by about 1.5 K, which changes $T^4$ by about 0.5\%.

Now put a cool reflecting plate behind the wafer, with emissivity $e_p=0.05$. Treat both surfaces as large, parallel, opaque and gray. The plate absorbs a fraction $e_p$ of the radiation reaching it. The rest returns to the wafer, which reflects a fraction $1-e_w$ back to the plate. Summing over all passages gives the effective emissivity
\begin{equation}
e_{\rm eff}=e_we_p\sum_{j=0}^{\infty}\big[(1-e_w)(1-e_p)\big]^j
=\frac{e_we_p}{e_w+e_p-e_we_p}=0.049 .
\end{equation}
Radiation from the plate is exchanged with the same factor, so $p=e_{\rm eff}\sigma(T^4-T_p^4)$. For a plate at $T_p=300$ K this is $0.73\ \mathrm{W/cm^2}$, which adds 0.26 K.

Gas between wafer and plate also conducts. For hot nitrogen, with a rough conductivity of $5.5\times10^{-4}$ W/(cm K), and a 5 mm gap,
\begin{equation}
p=\frac{5.5\times10^{-4}\times973}{0.5}\ \mathrm{W/cm^2}
\approx1.07\ \mathrm{W/cm^2},
\end{equation}
which adds 0.38 K. With a good reflector, the gas matters more than the radiation in this example.

\section{Other corrections and the real wafer}

Lamp light enters the silicon to some depth $d$. Let $q_l$ be the absorbed lamp flux and let the absorbed power decay as $e^{-(L-x)/d}$ with $d\ll L$. The light absorbed behind depth $x$ is then $q_le^{-(L-x)/d}$, and conduction has to supply the rest of the heat stored there:
\begin{equation}
kf'(x)=CRx-q_le^{-(L-x)/d},
\qquad
f(L)-f(0)=\frac{RL^2}{2\alpha}-\frac{q_ld}{k}.
\end{equation}
If surface losses are small, $q_l=CLR$ and the relative change is $-2d/L$. A rough depth of $20\,\mu\mathrm{m}$ gives $-0.39$ K. A front that itself radiates $10.4\ \mathrm{W/cm^2}$ needs more lamp light, and the change becomes about $-0.48$ K if that radiation leaves from the surface itself. Hot silicon also emits from some depth, which offsets part of the extra term; for an emission depth equal to $d$ the change returns to $-0.39$ K.

The conductivity of hot silicon falls with temperature, roughly as $T^{-m}$ with $m=1.2$. Let $\theta$ be the temperature above that of the back, $T_b$, where the conductivity is $k$. To first order, with the profile treated as fixed during the ramp,
\begin{equation}
k\left(1-\frac{m\theta}{T_b}\right)\frac{d\theta}{dx}=CRx
\quad\Longrightarrow\quad
\theta(L)\approx\Delta T+\frac{m\,\Delta T^2}{2T_b}.
\end{equation}
The added term is 0.03 K. The falling conductivity also makes the difference grow slowly during the ramp; this neglected effect changes the result by only about 0.01 K. Thermal expansion, with a rough coefficient of $4\times10^{-6}$ per kelvin, increases $L^2$ by 0.8\% between 300 K and 1273 K. If $\alpha$ is the diffusivity of the hot, expanded wafer, this adds 0.06 K.

These numbers resemble a spike anneal of a standard 300 mm wafer, lit from one side with a reflector behind it. Adding the corrections, with $-0.39$ K for the light, gives about 7.8 K. The ideal answer is therefore close for a back shielded in this way, with nitrogen in a 5 mm gap. The gas term scales as the gas conductivity divided by the gap: a 2 mm nitrogen gap adds about 0.9 K, and helium, which conducts five to six times better, adds about 2 K across 5 mm. Replacing the reflector by cold, black surroundings, with the gas conduction held fixed, raises the result to about 11 K. These are model estimates, limited by the rough material values. Published conductivities of silicon near 1273 K range from about 0.21 to 0.25 W/(cm K), which alone moves the ideal difference between about 7 and 8 K, more than the net correction found here; the local exponent $m$ is similarly uncertain.

The diffusivity also changes along the ramp. If $C$ is held constant, the same power law gives $\alpha=0.157\ \mathrm{cm^2/s}$ at 873 K, where the ideal difference is 4.8 K. This figure is rough, and it assumes absorption near the surface. Lightly doped silicon at 873 K is still partly transparent to lamp light below the band gap, with absorption depths comparable to $L$, so $d\ll L$ fails and the real difference there can be about half as large. The value 7.5 K thus belongs to the hot end of the ramp. It does not hold at the peak of the spike, where $R$ passes through zero: the difference then shrinks, and during cooling it can change sign because the front loses more heat than the shielded back. From 873 K to 1273 K takes 1.6 s, during which heat spreads sideways by about $\sqrt{\alpha t}=4$ mm. Extra loss at the rim therefore leaves the centre of the wafer nearly untouched. Uneven lighting across the face is a separate matter, which this one-dimensional model does not describe.

All numerical values are calculated from the stated model.
